# The Fock exchange operator for PAW pseudo orbitals, tested on nitrogen, part 3

The text treats exact exchange for PAW pseudo orbitals $\tilde\psi_j$ (written $j$ in brackets), with real occupations $f_j$ in one spin channel, in Hartree atomic units. Problem (h), solved first below: replace $1/|\mathbf r-\mathbf r'|$ by $1/|\mathbf r-\mathbf r'|+c$, find the changes of $\Delta K$, $\tilde K$ and $E_x$ for $S$-orthonormal orbitals, and determine what happens without compensation charges.

$(A|B)$ is the Coulomb integral without conjugation. Real partial waves $\phi_a$ (all-electron) and $\tilde\phi_a$ (pseudo), with angular momenta up to $l_{\max}$, agree outside non-overlapping spheres $\Omega$ of radius $r_c$. The projectors $p_a$ give $P^\chi_a=\langle p_a|\chi\rangle$, $P_{ja}=\langle p_a|\tilde\psi_j\rangle$; in the example $p_a=\sum_b(\tilde O^{-1})_{ab}\tilde\phi_b$ inside the sphere, zero outside. Functions equal to $\sum_a\tilde\phi_aP^\chi_a$ inside every sphere form $\mathcal C$. Further,

$$T=1+\sum_a\big(|\phi_a\rangle-|\tilde\phi_a\rangle\big)\langle p_a| ,\qquad \psi_j=T\tilde\psi_j ,$$
$$\langle u|K|w\rangle=-\sum_jf_j\,(u^*\psi_j|\psi_j^*w),$$
$$S=1+\sum_{ab}|p_a\rangle\Delta O_{ab}\langle p_b|,\qquad \Delta O_{ab}=O_{ab}-\tilde O_{ab},\tag{2}$$

$O_{ab}=\int_\Omega\phi_a\phi_b$, $\tilde O_{ab}=\int_\Omega\tilde\phi_a\tilde\phi_b$. Compensation charges use real harmonics $Y_L$ and shapes with $\int_0^{r_c}g_l\,r^{l+2}dr=1$:

$$Q^L_{ab}=\int_\Omega r^lY_L\,(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b)\,d^3r ,$$
$$\hat Q_{ab}(\mathbf r)=\sum_LQ^L_{ab}\,g_l(r)Y_L(\hat{\mathbf r}),\qquad \hat n_{\chi\xi}=\sum_{ab}P^{\chi*}_a\hat Q_{ab}P^\xi_b, \tag{3}$$

so $\int\hat Q_{ab}=\Delta O_{ab}$. With $\rho_{\chi\xi}=\chi^*\xi+\hat n_{\chi\xi}$,

$$\int\rho_{\chi\xi}\,d^3r=\langle\chi|\xi\rangle+\sum_{ab}P^{\chi*}_a\Delta O_{ab}P^\xi_b=\langle\chi|S|\xi\rangle .\tag{5}$$

For all-electron pair densities $n,n'$ on $\mathcal C$, with $h_R=\sum_{ab}P^{\chi*}_a\phi_a\phi_bP^\xi_b$, $s_R=\sum_{ab}P^{\chi*}_a\tilde\phi_a\tilde\phi_bP^\xi_b+\hat n$, $\Delta_R=h_R-s_R$,

$$(n|n')=(\rho|\rho')+\sum_R\big[(h_R|h'_R)-(s_R|s'_R)\big]+\mathcal E,$$
$$\mathcal E=\sum_R\big[(\rho-s_R|\Delta'_R)+(\Delta_R|\rho'-s'_R)\big]+\sum_{R\neq R'}(\Delta_R|\Delta'_{R'}).\tag{6}$$

For the Coulomb kernel $\mathcal E=0$ with all multipoles to $2l_{\max}$; for one atom, omitted $L$ contribute independently. Then

$$[\chi\xi|\eta\zeta]=(\rho_{\chi\xi}|\rho_{\eta\zeta})+\sum_{abcd}P^{\chi*}_aP^\xi_b\,\Delta K_{abcd}\,P^{\eta*}_cP^\zeta_d,\tag{7}$$
$$\Delta K_{abcd}=(\phi_a\phi_b|\phi_c\phi_d)_\Omega-(\tilde\phi_a\tilde\phi_b+\hat Q_{ab}|\tilde\phi_c\tilde\phi_d+\hat Q_{cd})_\Omega ,$$
$$E_x=-\tfrac12\sum_{ij}f_if_j\,[ij|ji],\tag{9}$$
$$\langle\xi|\tilde K|\chi\rangle=-\sum_jf_j\,[\xi j|j\chi],\tag{10}$$
$$\tilde K\chi=\underbrace{-\sum_jf_j\,v_{j\chi}\,\tilde\psi_j}_{\tilde K_{\rm loc}\chi}\;\underbrace{-\sum_ap_a\sum_{jb}f_jP_{jb}\int\hat Q_{ab}\,v_{j\chi}}_{\tilde K_{\rm comp}\chi}\;\underbrace{-\sum_{abcd}p_a\,\Delta K_{abcd}D_{bc}\langle p_d|\chi\rangle}_{\tilde K_{\rm 1c}\chi},\tag{11}$$

$v_{j\chi}$ being the potential of $\rho_{j\chi}$ and $D_{bc}=\sum_jf_jP_{jb}P^*_{jc}$. Also $E_x=\tfrac12\sum_if_i\langle\tilde\psi_i|\tilde K|\tilde\psi_i\rangle$. $\tilde K$ is Hermitian, but

$$\langle\xi|\tilde K_{\rm loc}-\tilde K_{\rm loc}^\dagger|\chi\rangle=-\sum_jf_j\big[(\xi^*\tilde\psi_j|\hat n_{j\chi})-(\hat n_{\xi j}|\tilde\psi_j^*\chi)\big],\tag{14}$$

cancelled by $\tilde K_{\rm comp}$. With full compensation,

$$\langle\xi|\tilde K|\chi\rangle=\langle T\xi|K|T\chi\rangle\qquad\text{for }\xi,\chi,\tilde\psi_j\in\mathcal C.\tag{15}$$

Stationary orbitals obey $\tilde H\tilde\psi_i=\varepsilon_iS\tilde\psi_i$, where $\delta E/\delta\tilde\psi_i^*=f_i\tilde H\tilde\psi_i$ for total energy $E$. Core orbitals $\phi_c$ confined to the sphere give

$$E_{cv}=\sum_if_i\sum_{ab}P_{ia}^*X_{ab}P_{ib},\qquad X_{ab}=-\sum_c(\phi_a\phi_c|\phi_c\phi_b)_\Omega.$$

The random test has three complex orbitals, occupations $1.0$, $0.7$, $0.35$, in an incomplete 16-function basis. A separate energy is coded from $h,s,\rho$.

**Solution.** The bracket changes by $c\int A\int B$. For the tensor, $\int_\Omega\phi_a\phi_b=O_{ab}$, and by (b) $\int_\Omega(\tilde\phi_a\tilde\phi_b+\hat Q_{ab})=\tilde O_{ab}+\Delta O_{ab}=O_{ab}$. The change of $\Delta K_{abcd}$ is $c\,(O_{ab}O_{cd}-O_{ab}O_{cd})=0$. The smooth part of $[\xi j|j\chi]$ changes by $c\int\rho_{\xi j}\int\rho_{j\chi}=c\langle\xi|S|j\rangle\langle j|S|\chi\rangle$, by (5). Inserting in (10),

$$\delta_c\tilde K=-c\sum_jf_j\,S|\tilde\psi_j\rangle\langle\tilde\psi_j|S .\tag{16}$$

The two factors of $S$ have separate origins in (11). The potential shifts by the constant $c\langle j|S|\chi\rangle$, which is the right-hand $S$. Acting through $\tilde K_{\rm loc}$ this constant multiplies $\tilde\psi_j$, and through $\tilde K_{\rm comp}$ it multiplies $\sum_{ab}p_a\Delta O_{ab}P_{jb}$. The sum of the two functions is $S\tilde\psi_j$, the left-hand $S$.

With $\langle j|S|i\rangle=\delta_{ij}$,

$$\delta_c\tilde K\,\tilde\psi_i=-cf_i\,S\tilde\psi_i,\qquad \delta_cE_x=\tfrac12\sum_if_i(-cf_i)=-\frac c2\sum_if_i^2 ,$$

and $\delta_c\tilde K\chi=0$ for $\chi$ $S$-orthogonal to the occupied set. A solution of $\tilde H\tilde\psi_i=\varepsilon_iS\tilde\psi_i$ therefore remains a solution when only the exchange kernel is shifted, with $\varepsilon_i\to\varepsilon_i-cf_i$ in Hartree–Fock and empty levels unchanged. In a hybrid functional the shift is multiplied by the mixing fraction. This is the behaviour of the all-electron operator, where the shift is $-c\sum_jf_j|\psi_j\rangle\langle\psi_j|$. Only (5) was used, so (16) holds without completeness and with the monopole alone compensated.

A constant of this kind arises in a periodic cell of volume $V$ sampled at a single $\mathbf k$ point. There $(A|B)=V^{-1}\sum_{\mathbf G}w(\mathbf G)A(-\mathbf G)B(\mathbf G)$ with $w=4\pi/G^2$ and $A(\mathbf G)=\int e^{-i\mathbf G\cdot\mathbf r}A$. The singular $\mathbf G=0$ term is replaced by a finite $w(0)$ and contributes $w(0)V^{-1}\int A\int B$, so $c=w(0)/V$. Because $\Delta K$ does not depend on $c$, a change of $w(0)$ may be made in the smooth term alone. The periodic kernel is nevertheless not $1/|\mathbf r-\mathbf r'|$ plus a constant. With all moments compensated, $\Delta(\mathbf G)\to-\tfrac16G^2\int r^2\Delta$ at small $G$, so $4\pi\Delta(\mathbf G)/G^2$ has a finite limit that the sum omits whatever $w(0)$ is. If $\Delta K$ is built with $1/|\mathbf r-\mathbf r'|$, the split (6) then has $\mathcal E=\frac{2\pi}{3V}\big[q'\int r^2\Delta+q\int r^2\Delta'\big]$, where $q,q'$ are the charges of the two pair densities and a sum over atoms is implied. For $S$-orthonormal orbitals this term affects only the $i=j$ terms of (9), and for fixed orbitals in a growing cell it falls as $1/V$.

Without compensation, set $\hat Q=0$ everywhere. For one atom and one $j$, write $o=\langle\xi|j\rangle$, $\tilde o=P^{\xi\dagger}\tilde OP_j$, $d=P^{\xi\dagger}\Delta OP_j$, and primes for the pair $(j,\chi)$. The smooth term changes by $c\,oo'$, and the one-centre term by $c[(\tilde o+d)(\tilde o'+d')-\tilde o\tilde o']=c[\tilde od'+d\tilde o'+dd']$. The value required by (16) is $c(o+d)(o'+d')=c[oo'+od'+do'+dd']$. The shortfall is $c[(o-\tilde o)d'+d(o'-\tilde o')]$. On $\mathcal C$, $o-\tilde o$ is the overlap outside the sphere, so this is the constant-kernel form of $\mathcal E$ in (6).

For the random orbitals, $\int\rho_{ij}$ differs from $\delta_{ij}$ by at most $2\times10^{-15}$, while the plain overlaps $\langle\tilde\psi_i|\tilde\psi_j\rangle$ differ from it by up to $0.0920$. With $c=0.25$ Ha, (16) holds to $9\times10^{-13}$ Ha both with all multipoles and with the monopole alone, and fails by $1.29\times10^{-2}$ Ha without compensation. The energy shift is $-\tfrac{0.25}{2}(1+0.49+0.1225)=-0.125\times1.6125=-0.20156$ Ha, against the computed $-0.201563$ Ha.

## (i) Nitrogen atom

**Problem.** Take the $^4S$ nitrogen atom at the ROHF/cc-pVTZ level (total energy $-54.397358$ Ha), with 1s as core and $r_c=1.2$ bohr. The $\phi_a$ are the 2s, 3s, 2p, 3p orbitals of that calculation. Inside $r_c$ each $\tilde\phi_a$ is $r^l$ times an even polynomial matching the value and three derivatives, the projectors are those of (g), and $g_l\propto r^l(1-r^2/r_c^2)^2$. The spin-up valence orbitals are 2s and the three 2p, and the spin-down valence orbital is 2s. Evaluate the terms of (11) by radial quadrature, assemble the total exchange energy, and compare with analytic Gaussian integrals over the all-electron orbitals.

**Solution.** The pseudo orbitals are the $\tilde\phi_a$ themselves, so $P_{jb}=\delta_{jb}$, all functions lie in $\mathcal C$, and $T\tilde\phi_a=\phi_a$. Here $l_{\max}=1$, and moments up to $l=2$ occur.

*Overlaps and moments.* The monopoles are $Q^{00}_{2s,2s}=-0.023617$ and $Q^{00}_{2p_z,2p_z}=0.024069$. Multiplying by $\sqrt{4\pi}=3.5449$ gives $-0.08372$ and $0.08532$, in agreement with the directly integrated $\Delta O_{2s,2s}=-0.083719$ and $\Delta O_{2p,2p}=0.085324$. The squared $L^2$ norms of the pseudo orbitals are $1.083719$ and $0.914676$, so the $S$-norms are $1.083719-0.083719=1$ and $0.914676+0.085324=1$. The off-diagonal $\Delta O_{2s,3s}=-0.098017$ means $\langle\tilde\phi_{2s}|\tilde\phi_{3s}\rangle=+0.098017$, because the $S$-overlap equals the all-electron overlap, which is zero. Two higher moments are $Q^{10}_{2s,2p_z}=-0.000670$ bohr and $Q^{20}_{2p_z,2p_z}=0.006808$ bohr$^2$.

*Spin-up matrix elements*, in Ha:

| element | loc | comp | 1c | total |
|---|---|---|---|---|
| 2s,2s | −1.178376 | 0.075071 | 0.007376 | −1.095929 |
| 2p,2p | −0.823409 | −0.077815 | −0.011423 | −0.912647 |
| 2s,3s | −0.258256 | 0.024037 | 0.009090 | −0.225128 |
| 3s,2s | −0.328256 | 0.094037 | 0.009090 | −0.225128 |

The rounded entries of the last two rows add to $-0.225129$, one unit of rounding from the computed totals. The diagonal totals are $-29.82$ eV and $-24.83$ eV. They are not converged in the basis to the digits shown: in cc-pV5Z they are $-1.095484$ and $-0.911854$ Ha ($-29.81$ and $-24.81$ eV), and $\Delta O_{2s,2s}$ becomes $-0.0805$. The Gaussian integrals give the same four totals, and over the whole $8\times8$ matrix the largest difference is $1.2\times10^{-15}$ Ha, as (15) requires.

The compensation term is $0.075071/1.095929=6.85\%$ of the magnitude of the 2s total and $0.077815/0.912647=8.53\%$ of the 2p total. Its signs are opposite to those of $\Delta O$.

The last two rows display (14). The local entries differ by $-0.258256+0.328256=0.070000$ Ha, the compensation entries by $0.024037-0.094037=-0.070000$ Ha, and the one-centre entries are equal. The derivation fixes only the cancellation and gives no significance to the round value.

*Truncated multipoles.* The largest absolute error of the $8\times8$ matrix relative to the Gaussian reference is $5.46\times10^{-2}$ Ha with no compensation, $2.29\times10^{-3}$ Ha with $l=0$ only, and $2.59\times10^{-3}$ Ha with $l\le1$. Adding the dipoles makes this measure slightly worse. By (c), for one atom each element's error is a sum $e_1+e_2$ over the omitted $l$. At the element where $|e_2|=2.59\times10^{-3}$ Ha, the $l=0$ result requires $|e_1+e_2|\le2.29\times10^{-3}$ Ha. So $e_1$ has the opposite sign there and a magnitude of at least $0.30\times10^{-3}$ Ha. The error need not fall monotonically with the cutoff, and it vanishes at $2l_{\max}$.

*Metric.* In the 2s, 3s block, $\tilde Kc=\kappa Sc$ gives $\kappa=-1.147847$ and $-0.119723$ Ha, equal to the all-electron values. Using the $L^2$ overlap in place of $S$ gives $-1.026106$ and $-0.112502$ Ha. The lower value is off by $0.121741$ Ha, or $10.6\%$ of the correct one. These are eigenvalues of the exchange operator alone in a two-function space and are not orbital energies. The functions called 3s and 3p are virtual orbitals of positive energy ($+0.71$ and $+0.64$ Ha in this basis), fixed by the basis rather than by the atom, with signs chosen positive at $r_c$. Every number that involves them changes strongly with the basis: in cc-pV5Z the eigenvalues are $-1.126999$ and $-0.059169$ Ha, the error of the lower one with the $L^2$ metric is $8.2\%$, the 2s,3s element is $-0.1807$ Ha and $\Delta O_{2s,3s}=-0.0348$.

*Total exchange energy.* For spin up, $E_{vv}^\uparrow=\tfrac12[-1.095929+3(-0.912647)]=-1.91693$ Ha, and the energy coded from densities gives $-1.916934$ Ha. For spin down, $E_{vv}^\downarrow=-0.341921$ Ha. With $X_{2s,2s}=-0.064001$ Ha, counted once per spin, and $X_{2p,2p}=-0.028658$ Ha,

$$E_{cv}=2(-0.064001)+3(-0.028658)=-0.213976\ \text{Ha}.$$

The core–core term is $2\times(-\tfrac12)(\phi_c\phi_c|\phi_c\phi_c)=-4.125069$ Ha. The sum is

$$-1.916934-0.341921-0.213976-4.125069=-6.597900\ \text{Ha}=-179.54\ \text{eV},$$

against $-6.598314$ Ha from Gaussian integrals. The difference is $+0.000414$ Ha, or $6\times10^{-5}$ of the all-electron value. Both energies belong to cc-pVTZ, and their six digits serve the comparison within that basis. The all-electron value is $-6.597450$ Ha in cc-pVQZ and $-6.597124$ Ha in cc-pV5Z, a shift of $1.2\times10^{-3}$ Ha, while the error from cutting $X$ at $r_c$ changes only to $0.00039$ Ha.

This difference comes from cutting $X$ at $r_c$. The uncut values are $-0.063990$ and $-0.028803$ Ha, so the errors are $-0.000011$ and $+0.000145$ Ha, and $2(-0.000011)+3(0.000145)=0.000413$ Ha accounts for it within rounding. The largest error in $X$ is $1.5\times10^{-4}$ Ha for a cut at $r_c$, $2.0\times10^{-6}$ Ha for a cut at 2 bohr and $1.8\times10^{-15}$ Ha with no cut, which identifies the 1s tail as the cause.

The two errors have opposite signs. Split the pair density $n=\phi_c\phi_a$ into $n_{\rm in}+n_{\rm out}$. The cut omits $2(n_{\rm in}|n_{\rm out})+(n_{\rm out}|n_{\rm out})$ from $(n|n)=-X_{aa}$. For 2s the density is spherical and its total charge is zero by orthogonality, so the charges are $-q$ inside and $+q$ outside. Let $u=\int n_{\rm out}/r$. Outside the sphere $n_{\rm in}$ has the potential $-q/r$, so the cross term is $-2qu$. If $n_{\rm out}$ has one sign, then $qu>0$, and the spherical average $1/r_>$ of the kernel obeys $1/r_>\le1/r'$, so $(n_{\rm out}|n_{\rm out})\le qu$. The omitted amount is at most $-qu<0$, and the cut makes $X_{2s,2s}$ more negative. For 2p the density is pure $l=1$. If its radial factor has no node, both omitted terms are positive and the cut makes $X_{2p,2p}$ less negative. Both signs match the output. The program does not check the sign conditions, and they hold only approximately: in this basis the 1s function changes sign near 1.9 bohr and back near 2.4 bohr. For both 2s and 2p, the part of opposite sign amounts to less than 2% of the integral of the radial factor of $n_{\rm out}$ with weight $r^2$. These two sign changes come from the basis: in cc-pVQZ the 1s function keeps its sign between 0.5 and 8 bohr, and in cc-pV5Z it changes sign once, near 5.1 bohr.

The example contains one sphere. The extension to several atoms rests on the vanishing of $\mathcal E$ in (6), which needs non-overlapping spheres, compensation charges confined to them, and the absence of an outside potential tested in (b).

## Values computed for the example and the checks

```
N 4S ROHF/cc-pVTZ total energy = -54.397358 Ha; rc = 1.2 bohr
L2 norm^2 pseudo 2s = 1.083719, 2p = 0.914676 (dimensionless)
dO(2s,2s) = -0.083719, dO(2s,3s) = -0.098017, dO(2p,2p) = 0.085324
Q^00(2s,2s) = -0.023617, Q^00(2pz,2pz) = 0.024069
Q^10(2s,2pz) = -0.000670 bohr, Q^20(2pz,2pz) = 0.006808 bohr^2
max potential outside rc: compensated 6.3e-17, bare 0.3162 Ha
<2s|K|2s> local -1.178376, comp 0.075071, 1c 0.007376 Ha
   sum -1.095929 Ha = -29.8217 eV; Gaussian AE -1.095929 Ha
<2p|K|2p> local -0.823409, comp -0.077815, 1c -0.011423 Ha
   sum -0.912647 Ha = -24.8344 eV; Gaussian AE -0.912647 Ha
<2s|K|3s> local -0.258256, comp 0.024037, 1c 0.009090 Ha
   sum -0.225128 Ha = -6.1261 eV; Gaussian AE -0.225128 Ha
<3s|K|2s> local -0.328256, comp 0.094037, 1c 0.009090 Ha
   sum -0.225128 Ha = -6.1261 eV; Gaussian AE -0.225128 Ha
max |K - K_AE|, all multipoles = 1.2e-15 Ha
  lmax=1 2.59e-03, lmax=0 2.29e-03, none 5.46e-02 Ha
core X(2s,2s) = -0.064001 (AE -0.063990) Ha
core X(2p,2p) = -0.028658 (AE -0.028803) Ha
max core error: cut rc 1.5e-04, cut 2 bohr 2.0e-06, no cut 1.8e-15 Ha
E_vv up = -1.916934, E_vv down = -0.341921 Ha
E_cv = -0.213976, E_cc = -4.125069 Ha
E_x PAW = -6.597900 Ha = -179.538 eV; AE = -6.598314 Ha
s-block eigenvalues, S metric  = -1.147847, -0.119723 Ha
s-block eigenvalues, AE        = -1.147847, -0.119723 Ha
s-block eigenvalues, L2 metric = -1.026106, -0.112502 Ha
random test: occupations 1.0, 0.7, 0.35; basis size 16; c = 0.25 Ha
complete: |K-T+KT| = 1.4e-16 Ha, |S-T+T| = 4.4e-16
generic: |K-T+KT| = 7.9e-02 Ha, |S-T+T| = 1.8e-01
|K-K+| full = 2.8e-14, without compensation projector term = 7.02e-02 Ha
gradient vs finite difference, max error = 8.4e-14 Ha
rotation dE/dtheta: difference 0.02844035, formula 0.02844035 Ha/rad
|int rho_ij - delta| = 1.8e-15; |<i|j> - delta| = 0.0920
shift law error: lmax=2 9.0e-13, lmax=0 8.6e-13, none 1.29e-02 Ha
energy shift = -0.201563 Ha
S^-1 K: max Im eigenvalue 1.1e-14 Ha, S-overlap 1.8e-12
S^-1 K: L2 non-Hermiticity = 9.72e-02 Ha
```
